# How hot do gold electrons get after a sudden energy deposit?: verification in Python

```python
"""Electron temperature of gold after a sudden deposit of heat.

Result under test: T1 = sqrt(T0**2 + 2*u/gamma)
  gamma : electronic heat coefficient, J/(m3 K2); heat capacity = gamma*T
  T0    : starting temperature, K
  u     : energy added to the electrons per volume, J/m3
  T1    : electron temperature before heat leaves the electrons, K
Also sized: loss to the lattice, diffusion into depth, finite Fermi
energy, and excitation of the filled d band. Material values other than
gamma are rough typical values for gold.
"""
import numpy as np
from scipy.constants import k as kB, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfcx, expit

gamma, T0, u = 67.6, 300.0, 1.0e8
density = 5.9e28          # conduction electrons (and atoms) per m3
coupling = 2.5e16         # electron-phonon coupling, W/(m3 K)
C_lattice = 2.5e6         # lattice heat capacity, J/(m3 K)
kappa0 = 320.0            # conductivity at equal temperatures, W/(m K)
depth = 15e-9             # absorption depth in a thick piece, m
d_top, d_width = 2.0, 5.0  # d-band top below Fermi level, width, eV

T1 = np.sqrt(T0**2 + 2*u/gamma)

# Direct numerical integration of dT/du = 1/(gamma*T)
balance = solve_ivp(lambda q, T: u/(gamma*T), (0, 1), [T0],
                    rtol=1e-10, atol=1e-8)
T_integrated = balance.y[0, -1]
assert abs(T_integrated - T1) < 1e-3

# Free-electron gas at fixed density, from Fermi-Dirac statistics.
# Integration by parts turns each integral into one weighted by -df/dE.
E_fermi = np.pi**2*density*kB**2/(2*gamma)
x = np.linspace(-40, 40, 8001)
weight = expit(x)*expit(-x)*(x[1] - x[0])


def gas_energy(T):
    t = kB*T/E_fermi

    def moment(mu, power):
        return np.sum(np.maximum(mu + t*x, 0)**power*weight)

    mu = brentq(lambda m: moment(m, 1.5) - 1, 0.8, 1.1, xtol=1e-15)
    return 0.6*density*E_fermi*moment(mu, 2.5)


C_gas_300 = (gas_energy(T0 + 5) - gas_energy(T0 - 5))/10
assert abs(C_gas_300/(gamma*T0) - 1) < 1e-3
start_energy = gas_energy(T0)
T_gas = brentq(lambda T: gas_energy(T) - start_energy - u, 1000, 2500)
# The linear law drops terms of relative order (kT/E_F)**2, about 1e-3
assert abs(T_gas/T1 - 1) < 2e-3


# Two-temperature equations; time in ps
def two_temperatures(start, duration, power):
    def rates(t, y):
        exchange = coupling*1e-12*(y[0] - y[1])
        return [(power - exchange)/(gamma*y[0]), exchange/C_lattice]
    run = solve_ivp(rates, (0, duration), start, method="LSODA",
                    rtol=1e-9, atol=1e-7)
    return run.y[:, -1]


mean_excess = 2/3*(T1**3 - T0**3)/(T1**2 - T0**2) - T0
loss_short = coupling*0.1e-12*mean_excess
deficit_estimate = loss_short/(gamma*T1)
after_short = two_temperatures([T0, T0], 0.1, u/0.1)
after_long = two_temperatures([T0, T0], 0.5, u/0.5)
deficit_short = T1 - after_short[0]
# First-order estimate: error is of the order of the fractional loss
assert abs(deficit_estimate/deficit_short - 1) < 0.05

# Common temperature from the quadratic energy balance
T_common = (-C_lattice + np.sqrt(C_lattice**2 + 2*gamma*(
    u + C_lattice*T0 + gamma*T0**2/2)))/gamma
settled = two_temperatures(after_short, 60.0, 0.0)
assert np.max(np.abs(settled - T_common)) < 0.01

# Diffusion below the insulated surface of a thick piece, lattice at T0
diffusivity = kappa0/(gamma*T0)
wait = 0.1                # ps after an instantaneous deposit
spread = np.sqrt(diffusivity*wait*1e-12)
surface_fraction = erfcx(spread/depth)
T_surface = np.sqrt(T0**2 + 2*u*surface_fraction/gamma)

dx = 1e-9
edges = np.arange(501)*dx
cell_u = -u*depth/dx*np.diff(np.exp(-edges/depth))
T_cells = np.sqrt(T0**2 + 2*cell_u/gamma)


def heat_equation(t, T):
    flow = np.zeros(len(T) + 1)
    T_face = (T[1:] + T[:-1])/2
    flow[1:-1] = kappa0*T_face/T0*np.diff(T)/dx
    return np.diff(flow)/dx/(gamma*T)*1e-12


profile = solve_ivp(heat_equation, (0, wait), T_cells, method="LSODA",
                    lband=1, uband=1, rtol=1e-7, atol=1e-5).y[:, -1]
grid_fraction = gamma*(profile[0]**2 - T0**2)/(2*u)
assert abs(grid_fraction/surface_fraction - 1) < 0.01

# d band: flat box of 10 electrons per atom; other states flat in energy
g_flat = 3*gamma/(np.pi**2*kB**2)*charge      # states per eV per m3
g_d = 10*density/d_width
above = np.linspace(0, 8, 32001)
below_d = np.linspace(-d_top - d_width, -d_top, 20001)


def band_energy(T, g_box):
    kT = kB*T/charge

    def excitations(mu):
        electrons = g_flat*expit((mu - above)/kT)
        holes = g_flat*expit((-above - mu)/kT)
        d_holes = g_box*expit((below_d - mu)/kT)
        return electrons, holes, d_holes

    def net_charge(mu):
        el, ho, dh = excitations(mu)
        return (np.trapezoid(el - ho, above)
                - np.trapezoid(dh, below_d))/density

    mu = brentq(net_charge, -0.5, 1.0, xtol=1e-14)
    el, ho, dh = excitations(mu)
    return charge*(np.trapezoid(above*(el + ho), above)
                   - np.trapezoid(below_d*dh, below_d))


if not hasattr(np, "trapezoid"):
    np.trapezoid = np.trapz


def d_share(T):
    plain = band_energy(T, 0.0)
    assert abs(plain/(gamma*T**2/2) - 1) < 1e-4
    return band_energy(T, g_d)/plain - 1


share_T1, share_4000 = d_share(T1), d_share(4000.0)
assert 0 < share_T1 < 0.01 and share_4000 > 0.03

T_constant_C = T0 + u/(gamma*T0)
mean_C = gamma*(T0 + T1)/2
assert T_constant_C > 2*T_integrated

print("GIVEN")
print(f"heat coefficient gamma         {gamma:.1f} J/(m3 K2)")
print(f"starting temperature           {T0:.0f} K")
print(f"energy added                   {u:.1e} J/m3")
print("MAIN RESULT")
print(f"T0 squared                     {T0**2:.4e} K2")
print(f"2u/gamma                       {2*u/gamma:.4e} K2")
print(f"T1 squared                     {T1**2:.4e} K2")
print(f"T1 from formula                {T1:.1f} K")
print(f"T1 by numerical integration    {T_integrated:.1f} K")
print(f"temperature rise               {T1-T0:.1f} K")
print(f"heat capacity at T0            {gamma*T0:.4e} J/(m3 K)")
print(f"heat capacity at T1            {gamma*T1:.4e} J/(m3 K)")
print(f"mean heat capacity             {mean_C:.4e} J/(m3 K)")
print(f"wrong T1, capacity held fixed  {T_constant_C:.0f} K")
print("FREE-ELECTRON CHECK")
print(f"electron density (rough)       {density:.1e} per m3")
print(f"Fermi energy matching gamma    {E_fermi/charge:.2f} eV")
print(f"kT at T1                       {kB*T1/charge:.3f} eV")
print(f"gas heat capacity at T0        {C_gas_300:.4e} J/(m3 K)")
print(f"T1 from Fermi-Dirac energy     {T_gas:.1f} K")
print("LOSS TO LATTICE")
print(f"coupling G (rough)             {coupling:.1e} W/(m3 K)")
print(f"lattice capacity (rough)       {C_lattice:.1e} J/(m3 K)")
print(f"mean excess during deposit     {mean_excess:.1f} K")
print(f"estimated loss in 0.1 ps       {loss_short:.2e} J/m3")
print(f"estimated deficit, 0.1 ps      {deficit_estimate:.1f} K")
print(f"computed deficit, 0.1 ps       {deficit_short:.1f} K")
print(f"electrons after 0.1 ps deposit {after_short[0]:.0f} K")
print(f"lattice after 0.1 ps deposit   {after_short[1]:.1f} K")
print(f"electrons after 0.5 ps deposit {after_long[0]:.0f} K")
print(f"common temperature, formula    {T_common:.1f} K")
print(f"electrons 60 ps later          {settled[0]:.1f} K")
print("THICK PIECE, INSTANT DEPOSIT")
print(f"conductivity (rough)           {kappa0:.0f} W/(m K)")
print(f"absorption depth (rough)       {depth*1e9:.0f} nm")
print(f"diffusivity                    {diffusivity*1e4:.0f} cm2/s")
print(f"waiting time                   {wait:.1f} ps")
print(f"diffusion length sqrt(Dt)      {spread*1e9:.1f} nm")
print(f"s = sqrt(Dt)/depth             {spread/depth:.3f}")
print(f"surface energy fraction        {surface_fraction:.3f}")
print(f"same fraction, grid solution   {grid_fraction:.3f}")
print(f"surface electron temperature   {T_surface:.0f} K")
print("D BAND")
print(f"band top below Fermi (rough)   {d_top:.1f} eV")
print(f"band width (rough)             {d_width:.1f} eV")
print(f"extra thermal energy at T1     {100*share_T1:.3f} %")
print(f"extra thermal energy at 4000 K {100*share_4000:.1f} %")
print("success")
```

Printed output:

```
GIVEN
heat coefficient gamma         67.6 J/(m3 K2)
starting temperature           300 K
energy added                   1.0e+08 J/m3
MAIN RESULT
T0 squared                     9.0000e+04 K2
2u/gamma                       2.9586e+06 K2
T1 squared                     3.0486e+06 K2
T1 from formula                1746.0 K
T1 by numerical integration    1746.0 K
temperature rise               1446.0 K
heat capacity at T0            2.0280e+04 J/(m3 K)
heat capacity at T1            1.1803e+05 J/(m3 K)
mean heat capacity             6.9155e+04 J/(m3 K)
wrong T1, capacity held fixed  5231 K
FREE-ELECTRON CHECK
electron density (rough)       5.9e+28 per m3
Fermi energy matching gamma    5.12 eV
kT at T1                       0.150 eV
gas heat capacity at T0        2.0278e+04 J/(m3 K)
T1 from Fermi-Dirac energy     1747.1 K
LOSS TO LATTICE
coupling G (rough)             2.5e+16 W/(m3 K)
lattice capacity (rough)       2.5e+06 J/(m3 K)
mean excess during deposit     893.3 K
estimated loss in 0.1 ps       2.23e+06 J/m3
estimated deficit, 0.1 ps      18.9 K
computed deficit, 0.1 ps       18.8 K
electrons after 0.1 ps deposit 1727 K
lattice after 0.1 ps deposit   300.9 K
electrons after 0.5 ps deposit 1654 K
common temperature, formula    339.7 K
electrons 60 ps later          339.7 K
THICK PIECE, INSTANT DEPOSIT
conductivity (rough)           320 W/(m K)
absorption depth (rough)       15 nm
diffusivity                    158 cm2/s
waiting time                   0.1 ps
diffusion length sqrt(Dt)      39.7 nm
s = sqrt(Dt)/depth             2.648
surface energy fraction        0.200
same fraction, grid solution   0.200
surface electron temperature   826 K
D BAND
band top below Fermi (rough)   2.0 eV
band width (rough)             5.0 eV
extra thermal energy at T1     0.010 %
extra thermal energy at 4000 K 8.4 %
success
```
